\section*{Selecting Active Orbitals by Approximate Entropy for Stretched Antimony–Antimony Bonds}

\section{Definitions and conventions}

A spatial orbital $i$ can be empty, hold one electron of either spin, or hold two. Its four states are $|0\rangle$, $|{\uparrow}\rangle$, $|{\downarrow}\rangle$ and $|{\uparrow\downarrow}\rangle$. In a many-electron state with fixed electron number and fixed spin projection $S_z$, let these states have probabilities $w_0,w_\uparrow,w_\downarrow,w_2$. The single-orbital entropy is
\begin{equation}
s_i=-\sum_\alpha w_\alpha\ln w_\alpha ,\qquad 0\ln 0=0 ,
\end{equation}
with natural logarithms. Write $n_\uparrow,n_\downarrow$ for the mean spin occupations, $n=n_\uparrow+n_\downarrow$, and $d=\langle \hat n_\uparrow\hat n_\downarrow\rangle$. The entropy of a two-way choice is
\begin{equation}
h(p)=-p\ln p-(1-p)\ln(1-p).
\end{equation}
An active space $(N,M)$ has $N$ electrons distributed in all possible ways over $M$ orbitals. Orbitals below it stay doubly occupied and those above it stay empty. CASSCF also optimizes the orbitals. Lengths are in nm and energies in eV.

\section{Two electrons on two sites}

Let $a$ and $b$ be orthonormal orbitals on two fragments, and let
\begin{equation}
g=\frac{a+b}{\sqrt2},\qquad u=\frac{a-b}{\sqrt2}
\end{equation}
be the bonding and antibonding orbitals. A singlet even under exchange of the fragments is
\begin{equation}
|\Psi\rangle=\cos\theta\, g_\uparrow^\dagger g_\downarrow^\dagger|{\rm vac}\rangle
-\sin\theta\, u_\uparrow^\dagger u_\downarrow^\dagger|{\rm vac}\rangle,
\quad 0\le\theta\le\tfrac{\pi}{4}.
\end{equation}
Orbital $g$ is doubly occupied with probability $\cos^2\theta$ and otherwise empty, so
\begin{equation}
s_g=s_u=h(\cos^2\theta)\le\ln2 .
\end{equation}
To see the same state from the sites, expand both pairs:
\begin{align}
g_\uparrow^\dagger g_\downarrow^\dagger&=\tfrac12(a_\uparrow^\dagger a_\downarrow^\dagger+b_\uparrow^\dagger b_\downarrow^\dagger+a_\uparrow^\dagger b_\downarrow^\dagger+b_\uparrow^\dagger a_\downarrow^\dagger),\\
u_\uparrow^\dagger u_\downarrow^\dagger&=\tfrac12(a_\uparrow^\dagger a_\downarrow^\dagger+b_\uparrow^\dagger b_\downarrow^\dagger-a_\uparrow^\dagger b_\downarrow^\dagger-b_\uparrow^\dagger a_\downarrow^\dagger).
\end{align}
The two ionic terms therefore have amplitude $(\cos\theta-\sin\theta)/2$, and the two covalent terms $(\cos\theta+\sin\theta)/2$. Squaring gives, for site $a$,
\begin{equation}
w_0=w_2=\frac{1-\sin2\theta}{4},\qquad
w_\uparrow=w_\downarrow=\frac{1+\sin2\theta}{4}.
\end{equation}
At $\theta=0$ the state is one determinant, with $s_g=0$ but $s_a=\ln4$. At $\theta=\pi/4$ the bond is broken and $s_g=s_a=\ln2$. A large entropy thus signals correlation only relative to suitable orbitals. Site orbitals give an evenly shared closed-shell bond the largest possible value, whereas natural orbitals, which diagonalize the one-particle density, give it zero.

\subsection*{The cheap version of the same bond}

Broken-symmetry unrestricted Hartree--Fock (UHF) uses one determinant, with the up electron in $\cos\varphi\,g+\sin\varphi\,u$ and the down electron in $\cos\varphi\,g-\sin\varphi\,u$. Multiplying out,
\begin{multline}
(\cos\varphi\,g_\uparrow^\dagger+\sin\varphi\,u_\uparrow^\dagger)
(\cos\varphi\,g_\downarrow^\dagger-\sin\varphi\,u_\downarrow^\dagger)
=\cos^2\!\varphi\,g_\uparrow^\dagger g_\downarrow^\dagger\\
-\sin^2\!\varphi\,u_\uparrow^\dagger u_\downarrow^\dagger
+\sin\varphi\cos\varphi\,(u_\uparrow^\dagger g_\downarrow^\dagger-g_\uparrow^\dagger u_\downarrow^\dagger).
\end{multline}
The last bracket is a triplet component, absent from the true singlet. With $p=\cos^2\varphi=n_g/2$, the weights of $g$ are $(1-p)^2,\ p(1-p),\ p(1-p),\ p^2$. They are products of independent spin choices, so the entropy is $2h(p)$. At full separation $p=1/2$ and UHF gives $\ln4$, twice the singlet value $\ln2$. UHF recognizes the broken pair but overstates its entropy.

\section{The general statement}

\subsection*{Four weights}

Separate orbital $i$ from the rest of the system:
\begin{equation}
|\Psi\rangle=\sum_\alpha|\alpha\rangle|\Phi_\alpha\rangle,\qquad
\rho_{\alpha\beta}=\langle\Phi_\beta|\Phi_\alpha\rangle .
\end{equation}
The four orbital states have different pairs (electron number, $S_z$): $(0,0)$, $(1,\frac12)$, $(1,-\frac12)$, $(2,0)$. Since the totals are fixed, the environments $|\Phi_\alpha\rangle$ also differ in number or $S_z$ and are mutually orthogonal. Hence $\rho$ is diagonal. Double occupation has probability $d$. An up electron is present in the states ${\uparrow}$ and ${\uparrow\downarrow}$, so $w_\uparrow=n_\uparrow-d$; likewise for down. Normalization supplies the last weight:
\begin{equation}
(w_0,w_\uparrow,w_\downarrow,w_2)=(1-n_\uparrow-n_\downarrow+d,\;n_\uparrow-d,\;n_\downarrow-d,\;d).
\end{equation}

\subsection*{Why the maximum is $\ln4$}

Use $\ln x\le x-1$, with equality at $x=1$. If $k\le4$ weights are nonzero,
\begin{equation}
s_i-\ln4=\sum_{w_\alpha>0}w_\alpha\ln\frac{1}{4w_\alpha}
\le\sum_{w_\alpha>0}\Big(\frac14-w_\alpha\Big)=\frac{k}{4}-1\le0 .
\end{equation}
Equality requires all four weights to be $1/4$, that is $n_\uparrow=n_\downarrow=1/2$ and $d=1/4$. The site orbital at $\theta=0$ reaches this value, so the bound is a true maximum.

\subsection*{A bound that needs only the occupation}

Label the weights $w_{xy}$, where $x,y\in\{0,1\}$ are the up and down occupations, and let $p_x,q_y$ be the separate probabilities. Summing $w_{xy}$ over $y$ gives $p_x$, and over $x$ gives $q_y$. Therefore
\begin{equation}
s_i-h(n_\uparrow)-h(n_\downarrow)=\sum_{w_{xy}>0}w_{xy}\ln\frac{p_xq_y}{w_{xy}}
\le\sum_{w_{xy}>0}p_xq_y-1\le0 .
\end{equation}
Equality holds when $w_{xy}=p_xq_y$, or $d=n_\uparrow n_\downarrow$. Next, $h''(p)=-1/[p(1-p)]<0$, so $h$ is concave and its value at the mean is at least the mean of its values:
\begin{equation}
s_i\le h(n_\uparrow)+h(n_\downarrow)\le 2h(n/2)\le2\ln2=\ln4 .
\label{bound}
\end{equation}
This motivates the approximate entropy
\begin{equation}
\tilde s_i=2h(n_i/2).
\label{index}
\end{equation}
If $n_i$ comes from an approximate density, $\tilde s_i$ bounds the entropy of states with those occupations. It need not bound the entropy of the true state, whose occupations may differ. The index falls steadily as $n$ moves from 1 towards 0 or 2, so it ranks orbitals by $|n-1|$; the entropy scale matters for where the list is cut.

\section{The limit of a broken multiple bond}

Let $m$ bonds break into two fragments, each with $m$ singly occupied orbitals and high spin $S=m/2$, coupled to a total singlet. Squaring $\mathbf S_A+\mathbf S_B=0$ gives
\begin{equation}
\langle\mathbf S_A\cdot\mathbf S_B\rangle=-S(S+1)=-\frac{m(m+2)}{4}.
\end{equation}
A high-spin fragment is symmetric in its spins, so all $m^2$ cross pairs contribute equally:
\begin{equation}
\langle\mathbf s_a\cdot\mathbf s_b\rangle=-\frac{m+2}{4m}.
\end{equation}
For two spins, $\mathbf s_a\cdot\mathbf s_b$ is $-3/4$ in the singlet and $1/4$ in the triplet. The singlet probability is thus
\begin{equation}
q=\frac14-\langle\mathbf s_a\cdot\mathbf s_b\rangle=\frac{m+1}{2m}.
\end{equation}
A covalent singlet pair is the state $\theta=\pi/4$ above, with $g$ empty or doubly occupied with equal probability. A triplet pair has one electron in $g$ and one in $u$. Because the whole state is a singlet, the reduced state of the pair is rotationally invariant: it has no singlet--triplet coherence, and up and down are equally likely. The weights of $g$, and also of $u$, are
\begin{equation}
(w_0,w_\uparrow,w_\downarrow,w_2)=\Big(\frac q2,\frac{1-q}2,\frac{1-q}2,\frac q2\Big),
\end{equation}
and hence
\begin{equation}
s=-q\ln\frac q2-(1-q)\ln\frac{1-q}{2}=\ln2+h(q).
\label{limit}
\end{equation}
For $m=1$, $q=1$ and $s=\ln2=0.693$. For $m=3$, $q=2/3$ and $s=\ln3+\frac13\ln2=1.330$. For $m=6$ it is 1.372. As $m\to\infty$, $q\to1/2$ and $s\to\ln4$. In site orbitals the same limit gives $\ln2$ for every $m$, since each site holds one electron of either spin. This is why comparisons below use orbitals of definite inversion parity: when all occupations approach 1, diagonalizing the density alone leaves site and bonding orbitals equally acceptable.

\section{The algorithm}

\begin{enumerate}
\item At a stretched geometry, compute the two open-shell fragments and place them together with opposite spins. Converge UHF from this guess.
\item Add second-order (MP2) correlation to the density. With spin orbitals $i,j,k$ occupied and $a,b,c$ empty, and amplitudes
\begin{equation}
t_{ij}^{ab}=\frac{\langle ij||ab\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},
\end{equation}
the unrelaxed density matrix is
\begin{equation}
\gamma_{ij}=\delta_{ij}-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab},\qquad
\gamma_{ab}=\tfrac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc}
\end{equation}
for real orbitals. The two corrections have opposite traces, so the electron number is conserved. Orbital relaxation is omitted.
\item Sum over spin and diagonalize separately in the even and odd spaces. This gives $n_i$ and the natural orbitals.
\item Evaluate (\ref{index}), sort, and cut at the largest drop between neighbours. The rounded sum of the selected $n_i$ is the number of active electrons.
\item Optimize the selected space by CASSCF. For a shorter bond, carry the orbitals along instead of selecting again. If $\mathbf S$ is the basis overlap matrix and $\mathbf C$ holds the orbital coefficients,
\begin{equation}
\mathbf C_{\rm new}=\mathbf S_{\rm new}^{-1/2}\mathbf S_{\rm old}^{1/2}\mathbf C_{\rm old}
\end{equation}
is a valid start, because $\mathbf C_{\rm new}^{T}\mathbf S_{\rm new}\mathbf C_{\rm new}=\mathbf C_{\rm old}^{T}\mathbf S_{\rm old}\mathbf C_{\rm old}=\mathbf 1$.
\end{enumerate}

\section{Antimony--antimony bonds}

Distibines, molecules with an Sb--Sb single bond, can split into two open-shell fragments. The model here is H$_2$Sb--SbH$_2$, with Sb--H lengths of 0.17 nm, all bond angles $90^\circ$ and an inversion centre. The triply bonded Sb$_2$, whose atoms are quartets, supplies the case $m=3$. Antimony has the LANL2DZ core potential and basis plus one $d$ function of exponent 0.2 in atomic units; hydrogen has 6-31G. Geometries are fixed, not optimized. The numerical output follows this text.

\subsection*{Selection at 0.45 nm}

In Sb$_2$ the highest of the six selected occupations is 1.175. Its index is
\begin{equation}
\tilde s=2h(0.5875)=2(0.3125+0.3653)=1.356 .
\end{equation}
The six largest indices run from 1.385 down to 1.351, and the next is 0.152. The drop of 1.199 is the largest in the list. The selected occupations sum to 5.966, which rounds to six electrons: the choice is $(6,6)$.

A larger calculation, with ten electrons in ten of the same natural orbitals, tests the ranking. Its entropies are 1.253--1.321 for the selected six and at most 0.063 for the other four. It picks the same six. Of the four small entropies, the index overstates two, by factors of about 2.4 and 2.7, and slightly understates the other two. This reference omits the remaining orbitals, so it is not the full answer in the basis.

In H$_2$Sb--SbH$_2$ the indices are 1.347 and 1.341, followed by 0.190, which selects $(2,2)$. The CASSCF entropy is 0.599. Solving $h(p)=0.599$ gives $p\approx0.71$, so the CASSCF bonding occupation is about 1.43, against 1.198 from UHF+MP2. The index is too large for two reasons: the approximate density breaks the bond too early, and the independent-spin formula doubles the entropy of a singlet pair.

\subsection*{Separation and a deliberately poor choice}

At 1.0 nm the selections are again $(6,6)$ and $(2,2)$. The CASSCF entropies are 1.330 and 0.693, as (\ref{limit}) requires for $m=3$ and $m=1$. The approximate index gives 1.386 in both molecules: it finds the broken bonds but cannot tell their spin coupling.

The energies provide a separate test. Two distant high-spin fragments, each described by restricted open-shell Hartree--Fock (ROHF), can be coupled to a singlet inside the selected space. CASSCF should then give twice the ROHF fragment energy. The differences are at most about $10^{-5}$ eV for both molecules.

Now keep Sb$_2$ at 0.45 nm and start CASSCF with the most and least occupied of the six orbitals left out. The resulting $(4,4)$ energy lies 2.67 eV above the $(6,6)$ energy. At 0.25 nm the same omission of the $\sigma$ pair costs only 0.59 eV, so the error grows by about 2.1 eV along the stretch. That exceeds the 1.63 eV which $(6,6)$ CASSCF assigns to separating the atoms from 0.25 nm, so the smaller space is unusable for this bond-breaking curve.

\subsection*{Where selection fails}

At 0.25 nm the largest drop in Sb$_2$ selects $(4,4)$. The four large indices form two degenerate pairs, the pattern of $\pi$ and $\pi^*$ orbitals, and the $\sigma$ pair is lost. UHF remains strongly spin-polarized there: the indices are about 1.03, while the corresponding CASSCF entropies are 0.411.

H$_2$Sb--SbH$_2$ at 0.28 nm fails differently. UHF alone gives zero entropy for every orbital, so it has returned to a closed shell. After MP2 the largest index is 0.240 and the next 0.190; the rule picks two electrons in one orbital, a space with no freedom. Carrying the orbitals from 0.45 nm avoids both failures. For these two molecules the largest-drop rule thus worked at 0.45 and 1.0 nm but not at the shorter distances; metals with partly filled $d$ shells need their own test.

\section{The model beside real molecules}

In distibines that carry organic groups in place of hydrogen, the Sb--Sb bond is roughly 0.28 nm long. The 0.45 nm geometry is therefore a strongly stretched bond, about 1.6 times that length. CASSCF gives 1.31 eV for separating H$_2$Sb--SbH$_2$ from 0.28 nm. This is not a measured bond energy: it omits dynamic correlation outside the active space, fragment relaxation, vibration and the organic groups. The shifts these would cause in this molecule were not computed.

For Sb$_2$, second-order correlation on top of CASSCF (NEVPT2) raises the separation energy by 0.35 eV, from 1.63 to 1.98 eV. The measured bond energy is roughly 3 eV, so a substantial deficit remains; the small basis is a possible contributor, whereas lengthening the bond to 0.26 nm adds only about 0.04 eV. The estimated spin--orbit constant of the Sb $5p$ shell is 0.34 eV, from a nonrelativistic atom with an unscreened nucleus. It is comparable to the correlation shift, though its effect on the bond was not calculated.

Temperature matters through the singlet--triplet gap $\Delta$. At 500 K, chosen as an example, $k_BT=0.043$ eV. The triplet energy is computed here in the orbitals optimized for the singlet, so $\Delta$ is an upper estimate within the chosen active space. For H$_2$Sb--SbH$_2$ at 0.45 nm, $\Delta=0.248$ eV, and with these two levels alone the triplet fraction is
\begin{equation}
\frac{3e^{-\Delta/k_BT}}{1+3e^{-\Delta/k_BT}}\approx0.0095 .
\end{equation}
Giving the triplet its own orbitals would lower $\Delta$ and raise this fraction, but even a gap smaller by 0.02 eV would give only about 0.015. The singlet description is adequate there. For Sb$_2$ at the same distance $\Delta=0.018$ eV, below $k_BT$, so a thermal sample would mix several spin states. For well-separated atoms, such mixing lowers $q$ from $2/3$ towards the limit of uncorrelated fragment spins, where $\langle\mathbf s_a\cdot\mathbf s_b\rangle=0$ and $q=1/4$. By (\ref{limit}), the entropy first rises from 1.330 to $\ln4=1.386$ at $q=1/2$, then falls to $\ln2+h(1/4)=1.255$. These changes are small beside the gap between active and inactive entropies, so spin mixing alone would not alter the selection.

\section*{Table of computed values}
\begin{verbatim}
maximum entropy ln 4 = 1.3863; numerical maximum = 1.3863
bonding pair seen in site orbitals: s = 1.3863
broken 1-fold bond: q = 1.0000, s = 0.6931
broken 2-fold bond: q = 0.7500, s = 1.2555
broken 3-fold bond: q = 0.6667, s = 1.3297
broken 6-fold bond: q = 0.5833, s = 1.3723
Sb-H length = 0.17 nm, H-Sb-H angle = 90 degrees
Sb2 R = 0.45 nm: selected 6 electrons, 6 orbitals
  approximate entropies, top 9: 1.385 1.385 1.385 1.385 1.356 1.351 0.152 0.147 0.057
  occupations of selected orbitals: 1.175 1.029 1.029 0.960 0.960 0.813
  CASSCF entropies: 1.258 1.320 1.320 1.320 1.320 1.258; singlet-triplet gap = 0.0180 eV
Sb2 R = 1.00 nm: selected 6 electrons, 6 orbitals
  approximate entropies, top 9: 1.386 1.386 1.386 1.386 1.386 1.386 0.149 0.149 0.052
  occupations of selected orbitals: 0.994 0.994 0.994 0.994 0.994 0.994
  CASSCF entropies: 1.330 1.330 1.330 1.330 1.330 1.330; singlet-triplet gap = 0.0000 eV
Sb2 R = 0.25 nm: selected 4 electrons, 4 orbitals
  approximate entropies, top 9: 1.037 1.037 1.019 1.019 0.244 0.188 0.179 0.129 0.094
  largest entropy from UHF alone: 1.0023
  CASSCF entropies: 0.172 0.411 0.411 0.411 0.411 0.174; singlet-triplet gap = 1.6557 eV
Sb2: separated CASSCF minus two ROHF fragments = -0.00000 eV
Sb2: CASSCF energy to separate from 0.25 nm = 1.633 eV
Sb2H4 R = 0.45 nm: selected 2 electrons, 2 orbitals
  approximate entropies, top 9: 1.347 1.341 0.190 0.187 0.148 0.147 0.135 0.134 0.120
  occupations of selected orbitals: 1.198 0.789
  CASSCF entropies: 0.599 0.599; singlet-triplet gap = 0.2477 eV
Sb2H4 R = 1.00 nm: selected 2 electrons, 2 orbitals
  approximate entropies, top 9: 1.386 1.386 0.187 0.187 0.147 0.147 0.135 0.135 0.117
  occupations of selected orbitals: 0.993 0.993
  CASSCF entropies: 0.693 0.693; singlet-triplet gap = 0.0000 eV
Sb2H4 R = 0.28 nm: selected 2 electrons, 1 orbitals
  approximate entropies, top 9: 0.240 0.190 0.188 0.176 0.152 0.151 0.144 0.132 0.114
  largest entropy from UHF alone: 0.0000
  CASSCF entropies: 0.108 0.108; singlet-triplet gap = 4.5777 eV
Sb2H4: separated CASSCF minus two ROHF fragments = -0.00001 eV
Sb2H4: CASSCF energy to separate from 0.28 nm = 1.309 eV
Sb2 0.45 nm, same 10 orbitals in order of occupation:
  approximate: 0.147 0.152 1.356 1.385 1.385 1.385 1.385 1.351 0.057 0.054
  CI(10,10):   0.054 0.063 1.254 1.320 1.321 1.321 1.320 1.253 0.063 0.058
Sb2 0.45 nm: CASSCF(4,4) lies 2.674 eV above CASSCF(6,6)
Sb2: NEVPT2 changes the separation energy by 0.348 eV to 1.981 eV
Sb 5p spin-orbit constant, unscreened rough estimate = 0.34 eV
thermal energy at 500 K = 0.0431 eV
Sb2H4 0.45 nm: thermal triplet fraction = 0.00946
\end{verbatim}
